# Quadratic Landauer current and the gauge failure of a fixed transmission, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: energies referred to the leads

A model point contact with a bias of 0.2 mV carries 6.61 nA, 5.52 nA or 4.51 nA, depending on how the bias is written. The first value belongs to the left lead at 0.2 mV and the right lead at zero, the second to the leads at plus and minus 0.1 mV, and the third to the left lead at zero and the right lead at minus 0.2 mV. The transmission $T(E)$ is the same function of energy in all three calculations, and so is the temperature. The three descriptions differ only in the choice of the zero of voltage, which no current can depend on. The fault must lie in keeping $T(E)$ fixed, and the cure changes the part of the current that is quadratic in the bias.

### Conventions and the current formula

Let $e>0$ be the elementary charge. The voltages $V_L$ and $V_R$ state how far the electron energies in the left and right leads are raised: in the left lead the band bottom and the electrochemical potential both rise by $eV_L$, and similarly on the right. The number of millivolts therefore equals the number of millielectronvolts. The current $I$ is $e$ times the net number of electrons passing from left to right per unit time.

These signs avoid carrying the negative electron charge through the algebra, but they must be translated for a voltmeter. Raising electron energies by $eV$ means lowering the electrostatic potential by $V$, so the true voltage of the left lead is $\varphi=-V$. The conventional current from left to right is $J=-I$. If $I=GV+QV^2$, then

$$J=-GV-QV^2=G\varphi-Q\varphi^2 .$$

The linear conductance keeps its sign and the quadratic coefficient changes sign.

Electrons are taken to cross the conductor coherently, without losing energy inside it, and to arrive from leads that are each in thermal equilibrium. In one mode and for one spin, there are $dk/2\pi$ right-moving states per unit length in the interval $dk$. They move with velocity $(1/\hbar)\,dE/dk$. The product of density and velocity is

$$\frac{dk}{2\pi}\,\frac{1}{\hbar}\frac{dE}{dk}=\frac{dE}{2\pi\hbar}=\frac{dE}{h},$$

so the density of states cancels. Multiplying by the charge $e$, by two for spin, by the probability of transmission and by the difference of the lead occupations gives the Landauer current

$$I=\frac{2e}{h}\int T\,[f(E-eV_L)-f(E-eV_R)]\,dE .$$

Here $E$ is measured from the common Fermi level at zero bias, and $f(E)=1/(e^{E/k_BT_e}+1)$, where $T_e$ is the temperature. The integral may run over the whole energy axis when the band bottoms of both leads lie many thermal energies below both electrochemical potentials. In the example they lie about 10 meV below, while $k_BT_e=0.086$ meV.

### A barrier that follows part of the bias

Set $V_L=V$ and keep the right lead and any gate at zero. The potential in the barrier then rises by some fraction $u$ of the rise in the left lead. If the barrier moves rigidly, with no change of shape, and the different shifts of the distant band bottoms have a negligible effect on transmission, an electron of energy $E$ meets the same barrier that an electron of energy $E-ueV$ met before. With $T_0(E)$ the transmission at zero bias,

$$T(E)=T_0(E-ueV).$$

The number $u$ is fixed by electrostatics. A barrier tied to the right lead and the gates has $u=0$, and a barrier tied to the left lead has $u=1$. A bias dependence of $u$ itself is left aside for the moment.

Assume that $T_0$ has bounded first and second derivatives and that the temperature is above zero. Taylor expansion of the two factors at $V=0$ gives

$$T_0(E-ueV)=T_0(E)-ueV\,T_0'(E)+O(V^2),$$

$$f(E-eV)-f(E)=-eV f'(E)+\tfrac12(eV)^2f''(E)+O(V^3).$$

The second line has no term of order zero, so the $V^2$ term of the first line contributes to the current at order $V^3$ and can be dropped. The product is

$$-eV\,T_0f'+(eV)^2\left[\tfrac12T_0f''+uT_0'f'\right]+O(V^3).$$

The sign of the last term is positive because it is the product of two negative terms. Define the thermal average of any function $g$ by

$$\langle g\rangle=\int g(E)\,[-f'(E)]\,dE .$$

The weight $-f'$ is positive and integrates to one, because $f$ falls from one to zero. The first-order term therefore integrates to $eV\langle T_0\rangle$. In the second-order term, integration by parts gives

$$\int T_0f''\,dE=\big[T_0f'\big]_{-\infty}^{\infty}-\int T_0'f'\,dE=\langle T_0'\rangle .$$

The boundary term vanishes because $T_0$ is bounded and $f'$ vanishes at both ends. The other piece is $u\int T_0'f'\,dE=-u\langle T_0'\rangle$. The whole second-order integral is then

$$(eV)^2\left(\tfrac12-u\right)\langle T_0'\rangle=\tfrac12(eV)^2(1-2u)\langle T_0'\rangle .$$

Multiplication by $2e/h$ cancels the factor one half and gives

$$I=\frac{2e^2}{h}\langle T_0\rangle V+\frac{e^3}{h}\langle T_0'\rangle(1-2u)V^2+O(V^3).$$

The prefactor $e^3/h$ already contains both spins; one spin state alone would give half of it. As the temperature goes to zero, $-f'$ contracts to a unit peak at the Fermi level, and the averages become $T_0(0)$ and $T_0'(0)$.

Two effects compete in the quadratic term. Let $\langle T_0'\rangle>0$. Raising the left electrochemical potential adds electrons at higher energies, where the transmission is larger on average. This gives the 1 in $1-2u$. Raising the barrier by a small amount lowers the average transmission in the bias window, and this gives the $-2u$. The first effect has half the weight of the second because the added electrons lie on average $eV/2$ above the old Fermi level, whereas the barrier rises by $ueV$ for each of them. At $u=1/2$ the two effects cancel.

### The example in numbers

For a barrier whose top is an inverted parabola, the transmission is

$$T_0(E)=\frac{1}{1+e^{-\kappa(E-E_b)}},\qquad \kappa=\frac{2\pi}{\hbar\omega_x}.$$

This known result for the parabolic barrier is the input of the example; the general law does not depend on it. The curvature energy is $\hbar\omega_x=2.0$ meV and the top lies at $E_b=0.2$ meV, slightly above the Fermi level. Hence $\kappa=3.142$ per meV, and at the Fermi level

$$T_0=\frac{1}{1+e^{0.628}}=0.348 .$$

Differentiating the formula gives $T_0'=\kappa T_0(1-T_0)$, which is $3.142\times0.348\times0.652=0.713$ per meV. At 1 K the thermal averages are $\langle T_0\rangle=0.355$ and $\langle T_0'\rangle=0.684$ per meV.

The conductance quantum $2e^2/h$ is 77.48 µS, or 77.48 nA per mV. For $V=0.2$ mV the linear current is

$$77.48\times0.3552\times0.2=5.50\ \text{nA}.$$

With $u=0.3$ the factor $1-2u$ is 0.4, and the quadratic current is

$$\tfrac12\times77.48\times0.6842\times0.4\times0.2^2=0.424\ \text{nA}.$$

The factor one half turns $2e^2/h$ into $e^2/h$, and the remaining $e$ of $e^3/h$ converts the slope from inverse meV to inverse mV. The quadratic current is 7.7% of the linear one. It keeps its sign when the bias is reversed, so it increases the current in one direction and reduces its magnitude in the other.

### Why a fixed transmission fails

Now let both leads have arbitrary voltages while $T_0(E)$ stays fixed. The second-order part of the occupation difference is $\tfrac12e^2(V_L^2-V_R^2)f''$. The integration by parts used above gives

$$I_2^{\rm fixed}=\frac{e^3}{h}\langle T_0'\rangle(V_L^2-V_R^2).$$

A function of the bias alone would contain $V_L-V_R$ and nothing else. Here the remaining factor $V_L+V_R$ depends on the choice of zero. For the pairs $(V,0)$, $(V/2,-V/2)$ and $(0,-V)$ the quadratic current is positive, zero and negative when $\langle T_0'\rangle>0$. Its size in the first and third cases is

$$\tfrac12\times77.48\times0.6842\times0.04=1.06\ \text{nA}.$$

The part of the full current that is even in $V$ is 1.05 nA, zero and minus 1.05 nA in the three cases. The small difference from 1.06 nA comes from higher even powers. The even parts account for the whole difference of 2.10 nA between the first and third currents at the start.

The cure is to let the barrier respond to every conductor near it. Let the index $k$ run over both leads and all gates, and let $u_k$ be the share of $V_k$ felt by the barrier:

$$T(E)=T_0(E-eB),\qquad B=\sum_k u_kV_k .$$

Write $\sigma=\sum_ku_k$ and raise every voltage by $W$. Then $B$ becomes $B+\sigma W$, and the current is

$$\frac{2e}{h}\int T_0(E-eB-\sigma eW)\,[f(E-eV_L-eW)-f(E-eV_R-eW)]\,dE .$$

Replacing the integration variable $E$ by $E+eW$ restores the old occupation functions:

$$\frac{2e}{h}\int T_0\big(E-eB+(1-\sigma)eW\big)\,[f(E-eV_L)-f(E-eV_R)]\,dE .$$

If $\sigma=1$, the shift $W$ has disappeared and the current is unchanged at any bias. If $\sigma\neq1$, the leading change follows from the first-order expansions $T_0'(1-\sigma)eW$ and $-f'e(V_L-V_R)$:

$$\delta I=\frac{2e^3}{h}\langle T_0'\rangle(1-\sigma)W(V_L-V_R).$$

A fixed transmission has $\sigma=0$. Going from $(V,0)$ to $(0,-V)$ means $W=-V$, and the formula gives a change of $-2\times1.06=-2.12$ nA. The full integrals differ by $4.51-6.61=-2.10$ nA.

A fixed function can escape the violation if it is constant. At zero temperature, put both leads at $W$ and add a small bias. The linear conductance is $(2e^2/h)T_0(eW)$, because the transmitted electrons have energies near $eW$. For continuous $T_0$, independence of $W$ requires $T_0(eW)=T_0(0)$ for every $W$. Gauge invariance at all voltages therefore rules out every fixed transmission that depends on energy.

This does not make a fixed $T(E)$ wrong in one stated gauge. With the right lead and gates at zero, it describes a barrier tied to them, the case $u=0$. The error is to use the same function after moving the zero. In the gauge $(0,-V)$ a barrier fixed at zero is tied to the left lead, which is the case $u=1$, and in the symmetric gauge it lies halfway, at $u=1/2$. The three currents at the start are the correct currents of three different devices.

## Second derivation: energies referred to the barrier

The symbols are those of the first half. Lead voltages $V_L$ and $V_R$ raise electron energies; $I$ is $e$ times the electron flow from left to right; $T_0(E)$ is the zero-bias transmission for each of two spins; and $\langle g\rangle$ is the average with weight $-f'$. The barrier rises by $eB$, where $B=\sum_ku_kV_k$ and the shares of all leads and gates add to one. For $V_L=V$ and all other voltages zero, $B=uV$, and the first derivation gave

$$I=\frac{2e^2}{h}\langle T_0\rangle V+\frac{e^3}{h}\langle T_0'\rangle(1-2u)V^2+O(V^3).$$

That derivation expanded the Fermi function in powers of $eV/k_BT_e$. In the example this ratio is $0.2/0.0862=2.3$, which is not small. The coefficients are correct as derivatives at $V=0$, but the expansion does not show why two terms should suffice at the actual bias. A calculation without an expansion of the Fermi function does.

### The current as an area under one curve

Since the derivative of $f(E-s)$ with respect to $s$ is $-f'(E-s)$, the difference of occupations is an integral over $s$:

$$f(E-eV_L)-f(E-eV_R)=\int_{eV_R}^{eV_L}[-f'(E-s)]\,ds .$$

Insert this in the Landauer current and exchange the order of integration. The exchange is allowed because $T_0$ is bounded and $-f'$ has a finite integral. Thus

$$I=\frac{2e}{h}\int_{eV_R}^{eV_L}ds\int T_0(E-eB)\,[-f'(E-s)]\,dE .$$

In the inner integral put $E=s+y$. It becomes $\tau(s-eB)$, where

$$\tau(x)=\int T_0(x+y)\,[-f'(y)]\,dy$$

is the transmission smoothed over the thermal width. The last substitution, $x=s-eB$, measures energy from the moving barrier:

$$I=\frac{2e}{h}\int_{e(V_R-B)}^{e(V_L-B)}\tau(x)\,dx .$$

Within the rigid-shift model this holds without any expansion in the bias, as long as both band bottoms stay many thermal energies below both electrochemical potentials. The current is the area under one fixed curve between two limits, and each limit is a difference of voltages. If all voltages rise by $W$, then $B$ also rises by $W$ because the shares add to one, and neither limit moves. Gauge invariance can be read off without calculation.

For $V_L=V$ and all other voltages zero, the limits are $-ueV$ and $(1-u)eV$. The window has width $eV$, and its centre lies at

$$\tfrac12\left[(1-u)eV-ueV\right]=\left(\tfrac12-u\right)eV .$$

In the example the window runs from $-0.06$ to $+0.14$ meV, with its centre at $+0.04$ meV. The electrons therefore sample a slightly higher part of the rising transmission curve than they do at zero bias. At reversed bias the centre moves to $-0.04$ meV, and they sample a lower part.

The current is now the area under one fixed curve $\tau(x)$ between limits that are differences of voltages, so it does not depend on the zero of voltage. It remains to expand this area in the bias, to bound the error of stopping at the quadratic term, and to see what changes when the barrier does not move rigidly.
